\section*{Recursive Green functions for a disordered filament, with error checks}

\section{One impurity in a chain}

Consider a chain of sites with hopping $-t$, $t>0$, zero site energy, and one impurity of energy $u$ at site $0$. With time dependence $e^{-iEt'/\hbar}$, where $t'$ is time, the amplitudes obey
\begin{equation}
E\psi_j=-t(\psi_{j-1}+\psi_{j+1})+u\,\delta_{j0}\psi_0 .
\end{equation}
Away from the impurity $\psi_j=e^{\pm ikj}$ with $E=-2t\cos k$. For $0<k<\pi$ the wave $e^{ikj}$ moves right, because $\hbar v/a=dE/dk=2t\sin k\equiv\Gamma$ is positive; $a$ is the spacing.

Send in a unit wave from the left: $\psi_j=e^{ikj}+re^{-ikj}$ for $j\le0$ and $\psi_j=\tau e^{ikj}$ for $j\ge0$. The two forms agree at $j=0$, so $r=\tau-1$. The equation at site $0$ is then
\begin{align}
(E-u)\tau&=-t\left[e^{-ik}+(\tau-1)e^{ik}+\tau e^{ik}\right]\nonumber\\
&=i\Gamma-2t\tau e^{ik},
\end{align}
since $-t(e^{-ik}-e^{ik})=2it\sin k$. Inserting $E=-t(e^{ik}+e^{-ik})$ and collecting $\tau$ gives
\begin{equation}
(i\Gamma-u)\tau=i\Gamma,\qquad T=|\tau|^2=\frac{1}{1+(u/\Gamma)^2}.
\label{eq:imp}
\end{equation}
For $t=u=1$ eV and $E=-1$ eV, $\cos k=1/2$, $\Gamma=\sqrt3$ eV and $T=1/(1+1/3)=0.75$. The reflection is $|\tau-1|^2=u^2/(\Gamma^2+u^2)=0.25$, so no flux is lost.

The result has the form $\tau=i\Gamma G$ with $G=1/(E-u-2\Sigma)$ and $\Sigma=-te^{ik}$. Each half-chain has been replaced by a complex energy $\Sigma$ on the impurity site. The same replacement works for a filament with many sites per slice.

\section{From an open filament to a finite matrix}

The filament has $N\ge2$ slices of $M$ sites, one orbital per site. Slice $n$ has the Hermitian block $H_n$, and $V_n$ is the block leading from slice $n$ to $n+1$. The leads are clean, have the same cross-section, and are joined by bonds $-t$. Electrons are independent and, until loss is added, scatter elastically.

Let the real orthogonal matrix $U$ diagonalize a lead slice, with transverse energies $\varepsilon_m$. Each mode is a chain, with factor $\lambda_m$ per slice in the outgoing direction:
\begin{equation}
E-\varepsilon_m=-t(\lambda_m+\lambda_m^{-1}).
\label{eq:lambda}
\end{equation}
If $|E-\varepsilon_m|<2t$ the mode is open and $\lambda_m=e^{ik_m}$, $0<k_m<\pi$. Otherwise $\lambda_m$ is the real root with $|\lambda_m|<1$, a decaying wave. Band edges are excluded.

In the left lead, which ends at slice $0$, write the mode amplitudes as $c_j=\lambda^{j-1}\alpha+\lambda^{-(j-1)}\beta$, with $\alpha$ incoming and non-zero only in open modes. The lead equation at slice $0$ extends this form to slice $1$, so $c_1=\alpha+\beta$. Hence
\begin{equation}
c_0=\lambda^{-1}\alpha+\lambda\beta=\lambda c_1+(\lambda^{-1}-\lambda)\alpha .
\end{equation}
Put $\psi_0=Uc_0$ into the equation of slice $1$, $(E-H_1)\psi_1+t\psi_0-V_1^\dagger\psi_2=0$:
\begin{equation}
(E-H_1-\Sigma)\psi_1-V_1^\dagger\psi_2=iU\Gamma\alpha,\quad
\Sigma=-tU\lambda U^T .
\end{equation}
Here $\Gamma$ is diagonal, with entries $2t\sin k_m$ for open modes and zero for closed ones. The right lead adds the same $\Sigma$ to slice $N$. Thus
\begin{equation}
G=A^{-1},\qquad A=E-H-\Sigma_L-\Sigma_R,
\end{equation}
gives the response to the source: $\psi=G\,iU\Gamma\alpha$.

The reflected amplitude is $\beta=U^T\psi_1-\alpha$. Flux is proportional to $\Gamma_m|\text{amplitude}|^2$, so amplitudes are multiplied by $\sqrt{\Gamma_m}$ to give unit-flux waves. Collect the open columns of $U\sqrt\Gamma$ at both ends in a real matrix $p$. Then
\begin{equation}
S=-1+ip^TGp,\qquad pp^T=i(\Sigma_{\rm tot}-\Sigma_{\rm tot}^\dagger)\equiv\Gamma_{\rm tot},
\label{eq:S}
\end{equation}
where $\Sigma_{\rm tot}=\Sigma_L+\Sigma_R$ and phases refer to slices $1$ and $N$. Only the corner blocks of $G$ enter. The transmitted block is $ip_R^TG_{N1}p_L$; summing its squared elements,
\begin{equation}
T=\mathrm{Tr}\left[\Gamma_RG_{N1}\Gamma_LG_{N1}^\dagger\right],\qquad
\mathcal G=\frac{2e^2}{h}T .
\end{equation}
Here $\Gamma_{L,R}=p_{L,R}\,p_{L,R}^T$, and the factor 2 is spin.

\section{Adding one slice at a time}

Let $P$ be the Green function of the first $n-1$ slices with the left lead attached. Attach slice $n$ through $V=V_{n-1}$, and put a unit source in it. The older slices respond with $X=P_{\cdot,n-1}V^\dagger y$, where $y$ is the response of slice $n$. Its equation, $(E-H_n)y-VX_{n-1}=1$, gives
\begin{equation}
y=g_n=\left(E-H_n-VP_{n-1,n-1}V^\dagger\right)^{-1}.
\label{eq:g}
\end{equation}
Now put the source in slice $1$. The older slices give $X=P_{\cdot1}+P_{\cdot,n-1}V^\dagger y$, and slice $n$ gives $(E-H_n)y=VX_{n-1}$. Eliminating $X_{n-1}$ yields $y=g_nVP_{n-1,1}$. The updates are therefore
\begin{align}
G_{11}&=P_{11}+P_{1,n-1}V^\dagger g_nVP_{n-1,1},\nonumber\\
G_{1n}&=P_{1,n-1}V^\dagger g_n,\nonumber\\
G_{n1}&=g_nVP_{n-1,1},\qquad G_{nn}=g_n .
\end{align}
Start from $g_1=(E-H_1-\Sigma_L)^{-1}$, compute $G_{11}$ before overwriting the old off-diagonal blocks, and subtract $\Sigma_R$ inside the inverse at $n=N$.

The method needs $N$ inversions of size $M$, with work of order $NM^3$. Dense inversion of the whole matrix costs order $(NM)^3$. For $N=100$, $M=9$, one run took 8.5 ms by recursion and 560 ms by dense inversion, a factor of 66. The updates as written need ten block products and one inversion per slice, each costing about as much as one $M\times M$ inversion, so the leading operation counts differ by about $N^2/11\approx900$ rather than by $N^2=10^4$. Fixed costs per small matrix operation are a likely reason for the remaining gap. The times depend on the machine.

An intermediate inverse can fail even when the final one exists. If $Ax=0$ for a partial filament, the imaginary part of $x^\dagger Ax$ gives $x^\dagger\Gamma_Lx=0$: the partial filament has a state at $E$ that does not leak into the open modes. Close to such an energy, intermediate blocks are large and rounding errors grow.

\section{What each check measures}

\subsection{Unitarity}

Let every filament site also have energy $-i\eta$, $\eta\ge0$, so that $A=E+i\eta-H-\Sigma_{\rm tot}$. Then $A^\dagger-A=-i(\Gamma_{\rm tot}+2\eta)$. Multiplying by $G^\dagger$ on the left and $G$ on the right gives
\begin{equation}
G-G^\dagger=-iG^\dagger(\Gamma_{\rm tot}+2\eta)G .
\end{equation}
From (\ref{eq:S}),
\begin{align}
S^\dagger S&=1-ip^T(G-G^\dagger)p+p^TG^\dagger\Gamma_{\rm tot}Gp\nonumber\\
&=1-2\eta\,p^TG^\dagger Gp .
\label{eq:unit}
\end{align}
The $\Gamma_{\rm tot}$ terms cancel. For $\eta=0$, $S$ is unitary, and $T+R$ equals the number $K$ of open modes. For $\eta>0$ the missing flux is the flux absorbed on the sites.

The same algebra shows the limit of the test. If an error changes $H$ to $H+X-iY$ with $X$ and $Y$ Hermitian, then $\eta$ in (\ref{eq:unit}) is replaced by $Y$ between $G^\dagger$ and $G$. Unitarity can detect $Y$, provided $Y$ has matrix elements between the scattering states $Gp$, but is blind to $X$.

\subsection{Reciprocity}

From $AG=1$ and its transpose,
\begin{equation}
G-G^T=G(A^T-A)G^T .
\end{equation}
Without a magnetic field $H$ is real and symmetric, and $\Sigma$ is symmetric because $U$ is real. Hence $G=G^T$ and $S=S^T$. A field multiplies bonds by phases, and reversing it conjugates them, so $H(B)^T=H(-B)$. With field-free leads,
\begin{equation}
S(B)^T=S(-B).
\end{equation}

Equality of the total transmissions in the two directions is weaker. Columns of a unitary $S$ give $\mathrm{Tr}\,r^\dagger r+T_{\rightarrow}=K$, and rows give $\mathrm{Tr}\,rr^\dagger+T_{\leftarrow}=K$. So $T_{\rightarrow}=T_{\leftarrow}$ at any field, and this equality does not test time reversal.

\subsection{Direct inversion and rounding}

If $A$ is replaced by $A+\Delta$, the new inverse $G'$ satisfies $G'-G=-G\Delta G'$, so
\begin{equation}
\frac{\|G'-G\|}{\|G\|}\le\|\Delta\|\,\|G'\| .
\end{equation}
Narrow resonances, where $G$ is large, can amplify errors. Comparison with direct inversion exposes faults in the recursion, including Hermitian ones. It cannot expose a wrong $H$ or $\Sigma$ given to both methods.

The self-energy has its own sensitivity. Differentiating (\ref{eq:lambda}) gives $dE=-t(1-\lambda^{-2})d\lambda$. For an open mode with $\Sigma_m=-t\lambda_m$,
\begin{equation}
\left|\frac{d\Sigma_m}{dE}\right|=\frac{1}{|1-\lambda_m^{-2}|}=\frac{t}{\Gamma_m},
\end{equation}
which diverges at a band edge.

\section{A memory filament}

Take a $3\times3$ cross-section, $N=10$, $a=0.25$ nm and $t=1$ eV. The length is $Na=2.5$ nm and the area $(3a)^2=0.56$ nm$^2$. Site energies are drawn uniformly from $-1$ to $1$ eV, and every bond inside the filament is changed by a random fraction within $\pm10\%$. The Fermi energy is $-2.5$ eV from the band centre.

The transverse energies are $-2t[\cos(p\pi/4)+\cos(q\pi/4)]$ with $p,q=1,2,3$. Three lie within $2t$ of the Fermi energy: $-2.828$ eV and, twice, $-1.414$ eV. From $\Gamma_m=\sqrt{4t^2-(E-\varepsilon_m)^2}$ they have $\Gamma_m=1.973$, $1.680$ and $1.680$ eV. A clean filament continues the lead without reflection and would have $T=3$.

For one random sample the recursion gives $T=1.5816$ and $R=1.4184$, with sum $3.0000$. The squared singular values of the transmitted block are $0.954$, $0.519$ and $0.108$: one nearly open channel, one half open and one nearly closed. With $2e^2/h=77.48\ \mu$S,
\begin{equation}
\mathcal G=1.5816\times77.48\ \mu\mathrm S=122.5\ \mu\mathrm S,
\end{equation}
or $8.16$ k$\Omega$.

\subsection{Numerical errors and deliberate faults}

Errors here are largest absolute matrix elements. The corner blocks differ from dense inversion by $4\times10^{-16}$ eV$^{-1}$, with and without a field. Unitarity fails by $9\times10^{-16}$ and $S=S^T$ by $5\times10^{-16}$. A separate calculation solves the Schr\"odinger equation for the filament amplitudes and the outgoing wave amplitudes together, without a Green function, for waves incident from the left; the corresponding columns of $S$ differ by $1\times10^{-15}$.

The self-energy was compared with decimation, which repeatedly doubles the length of a lead having a small imaginary energy, here $10^{-6}$ eV. The sensitivity above predicts a shift of at most about $10^{-6}/1.68=6\times10^{-7}$ eV; the difference found is $2\times10^{-7}$ eV.

A bond phase of $0.3x$, where $x=0,1,2$ labels the column, represents a field across the filament. It would require about 3200 T, so it serves to test the algebra. Now $S$ and $S^T$ differ by $0.71$, while $S(B)$ and $S(-B)^T$ agree to $8\times10^{-16}$. Both directions have $T=1.7016$. With $\eta=0.05$ eV and no field, the missing and absorbed fluxes are both $1.2057$, and both directions have $T=0.8454$. Loss and field together give $0.877$ one way and $0.861$ the other.

Three faults separate the checks:
\begin{itemize}
\item Omitting $\Sigma_R$ from the recursion spoils unitarity by $3.75$.
\item Replacing slice 5 by a clean slice leaves $S$ unitary and symmetric to rounding, but gives $T=1.604$. This error, 1.4\% of $T$, is Hermitian and real, and so passes both symmetry tests.
\item Reversing the bond phase changes $S$ by $0.71$ but leaves $T$ unchanged, because $T_{\rightarrow}(-B)=T_{\leftarrow}(B)=T_{\rightarrow}(B)$. The blocks themselves must be compared, not just $T$.
\end{itemize}

\subsection{Effects outside the model}

Over 400 random samples the conductance has mean $163\ \mu$S and standard deviation $20\ \mu$S, with extremes $92$ and $211\ \mu$S. The chosen sample lies two standard deviations below the mean. The corrections below refer to that sample.

\emph{Temperature and voltage.} Averaging $T(E)$ with the thermal weight $-df/dE$ by the trapezoidal rule gives $123.1\ \mu$S at 300 K and $123.3\ \mu$S at 358 K. For a 0.1 V read at 300 K, let the potential fall linearly along the filament, shift the lead bands by $\pm0.05$ eV, and integrate $T(E)$ times the difference of the two Fermi functions. The current is $12.4\ \mu$A, or $124.3\ \mu$S. These changes are below 2\%. The linear profile is assumed, not computed; if the whole drop sat at one contact, the filament levels would move by $0.05$ eV relative to the bias window and the conductance would change by several per cent.

\emph{Electrodes.} Attaching the filament to the centre of $5\times5$ leads gives $125.6\ \mu$S, 2.5\% more. Size and sign are particular to this sample; other samples typically change by several per cent in either direction.

\emph{A trapped electron.} Place it $0.5$ nm beside the middle of the filament, with relative permittivity 20 and no screening by the filament or the electrodes. Its Coulomb energy raises the nearest sites by $0.14$ eV and lowers the conductance to $108\ \mu$S, by 12\%. Screening by the filament's own electrons and by the metal electrodes would weaken the shift. The sign of the change depends on the sample; in other samples the same charge raises the conductance.

\emph{Phonons.} In a weakly lossy chain $k$ becomes $k+i\eta/\Gamma$, so flux decays as $e^{-2\eta/\Gamma}$ per site. A site is crossed in time $\hbar/\Gamma$; a scattering time $\tau_{\rm ph}$ therefore means $\eta=\hbar/2\tau_{\rm ph}$. A rough $20$ fs gives $\eta=0.0165$ eV. Then 16\% of the incident flux scatters and the coherent transmission is $1.28$. If all scattered electrons went back, $T$ would be $1.28$; if all went forward, $1.28+3\times0.162=1.77$. This counting ignores occupied final states and leaves a range of $-19\%$ to $+12\%$.

\emph{The surrounding oxide.} For a barrier $\phi=2$ eV, mass $0.3m_e$ and thickness $d=2.5$ nm, $\kappa=\sqrt{2m\phi}/\hbar=3.97$ nm$^{-1}$. Summing $e^{-2d\sqrt{\kappa^2+q^2}}$ over transverse wavevectors $q$ for a 20 nm square cell gives about $10^{-5}\ \mu$S. The omitted prefactor cannot make this matter here. The estimate covers direct tunnelling only; conduction through defects in the oxide is not included.

\emph{Heating.} The phonon estimate treats scattering as weak. In the opposite limit electrons are locally in equilibrium and carry all the heat along the filament. Let $f(x)$ be the voltage already dropped, $\sigma$ the conductivity times the cross-sectional area, and $\sigma f'=I$. With thermal conductivity times area equal to $L\sigma\Theta$ at temperature $\Theta$, where $L=\pi^2k_B^2/3e^2$, heat balance is
\begin{equation}
\left[\tfrac12L\sigma(\Theta^2)'\right]'=-\sigma f'^2 .
\end{equation}
It is solved by $\Theta^2=\Theta_0^2+f(V-f)/L$: the bracket becomes $I(V-2f)/2$, whose derivative is $-If'$. The maximum, at $f=V/2$, is
\begin{equation}
\Theta_{\max}=\sqrt{\Theta_0^2+\frac{V^2}{4L}}=439\ \mathrm K
\end{equation}
for both ends of the filament held at $\Theta_0=300$ K, $V=0.1$ V and $L=2.44\times10^{-8}$ V$^2$/K$^2$. Heat loss to the oxide would lower it. With the rough scattering time used above, most electrons leave this filament without meeting a phonon, so 439 K is the value in a limiting case, not a prediction of the filament's temperature.

\subsection{Relation to a real cell}

Filamentary metal-oxide memory cells can have low-resistance states with conductances of roughly one to a few $2e^2/h$, and a read voltage near $0.1$ V is a typical rough value. The model's $122.5\ \mu$S, or $1.6$ times $2e^2/h$, lies in that regime. Its mean field, $0.1\ \mathrm V/2.5\ \mathrm{nm}=0.4$ MV/cm, is modest for an oxide. Its current density, $2\times10^9$ A/cm$^2$, is far above that of ordinary metal wiring. Real filaments break the assumption of fixed, known atomic positions: within this model, changing the disorder sample alone moves the conductance by a standard deviation of 12\% of the mean. Several orbitals per atom, self-consistent charge and atomic motion are also left out, and their effect has not been estimated. The agreement to $10^{-15}$ therefore measures the solution of the stated model, while the uncertainty in describing a device is at least of order 10\%.
